# Why Localized Pseudopotentials Can Make Diffusion Monte Carlo Populations Explode: a program that tests the result

```python
"""
Result under test: near a node of a trial function Psi the localized
pseudopotential V_L = (V Psi)/Psi behaves as C/s, where s is the signed
distance to the node and C = (V Psi)/|grad Psi| on the node. The attractive
side gives an infinite mean branching weight when V_L is frozen over a time
step, although the attractive wall has a finite ground-state energy.

Model: two noninteracting spin-parallel electrons in a harmonic well, plus
v(r) times the projector on angular momentum zero for each electron.
Psi = s_orb(r1) z2 g(r2) - z1 g(r1) s_orb(r2), g = oscillator ground state.
Energies are in eV, lengths in angstrom, time steps in 1/eV (hbar absorbed).
KIN = hbar^2/m_e; LEN2 = squared oscillator length.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln, roots_genlaguerre

KIN = const.hbar**2 / const.m_e / const.e * 1e20
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
QUANTUM, V0, WIDTH, TAU = 10.0, 100.0, 0.6, 0.001
LEN2 = KIN / QUANTUM
LEN = np.sqrt(LEN2)


def v_channel(r2):
    """Radial s-channel strength as a function of squared radius."""
    return V0 * np.exp(-r2 / WIDTH**2)


def gauss(r):
    return np.exp(-r**2 / (2 * LEN2))


def psi(pos, s_orb):
    r1 = np.linalg.norm(pos[..., :3], axis=-1)
    r2 = np.linalg.norm(pos[..., 3:], axis=-1)
    return (s_orb(r1) * pos[..., 5] * gauss(r2)
            - pos[..., 2] * gauss(r1) * s_orb(r2))


def on_sphere(pos, s_orb, electron, directions):
    """Psi with one electron moved over the sphere through its position."""
    part = slice(3 * electron, 3 * electron + 3)
    moved = np.repeat(pos[None, :], len(directions), axis=0)
    moved[:, part] = np.linalg.norm(pos[part]) * directions
    return psi(moved, s_orb)


def make_directions(cosines, angles):
    u, phi = np.meshgrid(cosines, angles, indexing="ij")
    sine = np.sqrt(1 - u**2)
    return np.stack([sine * np.cos(phi), sine * np.sin(phi), u],
                    axis=-1).reshape(-1, 3)


u_gl, w_gl = np.polynomial.legendre.leggauss(12)
phis = 2 * np.pi * np.arange(8) / 8
DIRS = make_directions(u_gl, phis)
DIR_W = np.repeat(w_gl / 2, 8) / 8


def nonlocal_action(pos, s_orb):
    total = 0.0
    for e in (0, 1):
        rsq = np.sum(pos[3 * e:3 * e + 3]**2)
        total += v_channel(rsq) * (DIR_W @ on_sphere(pos, s_orb, e, DIRS))
    return total


def localized(pos, s_orb):
    return nonlocal_action(pos, s_orb) / psi(pos, s_orb)


def kinetic_trap(pos, s_orb, h=0.008):
    """Kinetic plus trap part of the local energy, finite differences."""
    lap = 0.0
    for k in range(6):
        step = np.zeros(6)
        step[k] = h
        pts = np.array([pos + j * step for j in (-2, -1, 0, 1, 2)])
        lap += np.array([-1, 16, -30, 16, -1]) @ psi(pts, s_orb) / (12*h*h)
    return (-0.5 * KIN * lap / psi(pos, s_orb)
            + 0.5 * QUANTUM * np.sum(pos**2) / LEN2)


def gradient(pos, s_orb, h=1e-4):
    eye = np.eye(6) * h
    return (psi(pos + eye, s_orb) - psi(pos - eye, s_orb)) / (2 * h)


def closed_vl(rho1sq, rho2sq, z1, z2):
    """Derived localized potential for the unrelaxed trial function."""
    v1 = v_channel(rho1sq + z1**2)
    v2 = v_channel(rho2sq + z2**2)
    return (v1 * z2 - v2 * z1) / (z2 - z1)


# --- divergence and its sign on the two sides
node = np.array([0.2, 0.0, 0.3, 0.8, 0.0, 0.3])
v1_node = v_channel(np.sum(node[:3]**2))
v2_node = v_channel(np.sum(node[3:]**2))
C = node[2] * (v1_node - v2_node) / np.sqrt(2)
grad = gradient(node, gauss)
normal = grad / np.linalg.norm(grad)
C_general = nonlocal_action(node, gauss) / np.linalg.norm(grad)
assert abs(C_general / C - 1) < 1e-6
for side in (-1, 1):
    near = node + side * 1e-5 * normal
    assert abs(localized(near, gauss) * side * 1e-5 / C - 1) < 1e-3
sides = {}
for side in (-1, 1):
    p = node + side * 0.01 * normal
    sides[side] = localized(p, gauss)
    formula = closed_vl(0.04, 0.64, p[2], p[5])
    assert abs(sides[side] - formula) < 1e-6 * abs(formula)
    assert abs(kinetic_trap(p, gauss) - 4 * QUANTUM) < 1e-2
assert sides[-1] < 0 < sides[1]
minus = node - 0.01 * normal
swapped = np.concatenate([minus[3:], minus[:3]])
assert psi(minus, gauss) < 0 < psi(swapped, gauss)
assert abs(localized(swapped, gauss) - sides[-1]) < 1e-7 * abs(sides[-1])

# --- exact eigenfunction: relaxed s orbital in an oscillator basis
NBAS = 60
orders = np.arange(NBAS)
norms = np.exp(0.5 * (gammaln(orders + 1.5) - gammaln(orders + 1)))
kappa = LEN2 / WIDTH**2
xq, wq = roots_genlaguerre(80, 0.5)
basis = eval_genlaguerre(orders[:, None], 0.5, xq[None, :] / (1 + kappa))
basis = basis / norms[:, None]
vmat = V0 * (basis * wq / (1 + kappa)**1.5) @ basis.T
levels, vectors = eigh(np.diag(QUANTUM * (2 * orders + 1.5)) + vmat)
coeff = vectors[:, 0] / norms


def relaxed(r):
    r = np.asarray(r)
    n = orders.reshape((-1,) + (1,) * r.ndim)
    poly = eval_genlaguerre(n, 0.5, r**2 / LEN2)
    return np.tensordot(coeff, poly, axes=1) * gauss(r)


def at_z1(z1):
    return np.array([0.2, 0.0, z1, 0.8, 0.0, 0.3])


root = brentq(lambda z: float(psi(at_z1(z), relaxed)), 0.0, 1.5, xtol=1e-14)
exact_node = at_z1(root)
grad_ex = gradient(exact_node, relaxed)
normal_ex = grad_ex / np.linalg.norm(grad_ex)
exact_energy = levels[0] + 2.5 * QUANTUM
D_EX = 0.002
exact_parts = {}
for side in (-1, 1):
    p = exact_node + side * D_EX * normal_ex
    exact_parts[side] = (localized(p, relaxed), kinetic_trap(p, relaxed))
    assert abs(sum(exact_parts[side]) - exact_energy) < 0.05
assert exact_parts[-1][0] * exact_parts[1][0] < 0
assert min(abs(exact_parts[k][0]) for k in (-1, 1)) > 100

# --- finite mean and variance over Psi squared
tl, wl = np.polynomial.laguerre.laggauss(30)
xh, wh = np.polynomial.hermite.hermgauss(50)
t1, t2 = tl[:, None, None], tl[None, :, None]
zc = LEN * xh[None, None, :]
w3 = wl[:, None, None] * wl[None, :, None] * wh[None, None, :]
moments = np.zeros(3)
for x, w in zip(xh, wh):
    s = LEN * x
    vl = closed_vl(LEN2*t1, LEN2*t2, (zc-s)/np.sqrt(2), (zc+s)/np.sqrt(2))
    moments += [np.sum(w3 * w * s**2 * vl**k) for k in range(3)]
mean_v, mean_v2 = moments[1:] / moments[0]


def s_average(power):
    return quad(lambda r: 4 * np.pi * r**2 * np.exp(-r**2 / LEN2)
                * v_channel(r**2)**power / (np.pi**1.5 * LEN**3),
                0, 10 * LEN)[0]


assert abs(mean_v / s_average(1) - 1) < 2e-3
assert abs(mean_v2 / s_average(2) - 1) < 2e-3
spread = np.sqrt(mean_v2 - mean_v**2)

# --- cubic tail: node integral against importance-sampled probability
tl, wl = np.polynomial.laguerre.laggauss(60)
xh, wh = np.polynomial.hermite.hermgauss(60)
z = LEN * xh[None, None, :] / np.sqrt(2)
c_node = z * (v_channel(LEN2 * tl[:, None, None] + z**2)
              - v_channel(LEN2 * tl[None, :, None] + z**2)) / np.sqrt(2)
mean_c3 = np.einsum("i,j,k,ijk->", wl, wl, wh, np.abs(c_node)**3)
mean_c3 /= np.sqrt(np.pi)
B = 2 * mean_c3 / (3 * np.sqrt(np.pi) * LEN**3)
rng = np.random.default_rng(7)
NS, E_TAIL = 3000000, 50000.0
s_max = 20.0 / E_TAIL  # encloses every point with V_L below -E_TAIL
s = rng.uniform(-s_max, s_max, NS)
center = rng.normal(0, LEN / np.sqrt(2), NS)
vl = closed_vl(LEN2 * rng.exponential(size=NS),
               LEN2 * rng.exponential(size=NS),
               (center - s) / np.sqrt(2), (center + s) / np.sqrt(2))
dens = 2 * s**2 * np.exp(-s**2 / LEN2) / (np.sqrt(np.pi) * LEN**3)
tail = np.mean(dens * (vl < -E_TAIL)) * 2 * s_max
tail_ratio = tail * E_TAIL**3 / B
assert abs(tail_ratio - 1) < 0.05  # sampling error is about one percent


# --- the attractive wall has a finite ground state and finite growth
def wall(strength, length, n, **kw):
    h = length / (n + 1)
    x = h * np.arange(1, n + 1)
    out = eigh_tridiagonal(KIN / h**2 - strength / x,
                           np.full(n - 1, -0.5 * KIN / h**2), **kw)
    return x, out


_, wall_level = wall(C, 14.0, 3500, eigvals_only=True,
                     select="i", select_range=(0, 0))
wall_formula = -C**2 / (2 * KIN)
assert abs(wall_level[0] / wall_formula - 1) < 1e-3


def true_growth(strength):
    """Descendant weight of a walker launched at the first grid point."""
    x, (ev, vec) = wall(strength, 0.9, 1499)
    return (vec[0] * np.exp(-TAU * ev)) @ (vec.T @ x) / x[0], x[0]


growth, launch = true_growth(C)
slope = (true_growth(C / 10)[0] - true_growth(-C / 10)[0]) / 2
slope_formula = C / 10 * np.sqrt(8 * TAU / (np.pi * KIN))
assert abs(slope / slope_formula - 1) < 0.02  # finite grid and launch point


# --- frozen branching weight averaged along the normal, with a cutoff
def frozen_mean(cut, side):
    def integrand(logs):
        d = np.exp(logs)
        s = side * d
        z0 = node[2]
        pot = closed_vl(0.04, 0.64, z0 - s/np.sqrt(2), z0 + s/np.sqrt(2))
        return (4 * d**3 * np.exp(-d**2 / LEN2 - TAU * (pot - mean_v))
                / (np.sqrt(np.pi) * LEN**3))
    pts = np.log([cut, 1.5 * cut, 10 * cut, 8 * LEN])
    return sum(quad(integrand, a, b, limit=300, epsabs=0, epsrel=1e-9)[0]
               for a, b in zip(pts[:-1], pts[1:]))


cuts = (0.01, 0.001, 0.0005, 0.0003)
attractive = [frozen_mean(c, -1) for c in cuts]
repulsive = [frozen_mean(c, 1) for c in cuts]
small = 1e-4
log_law = (np.log(4 * small**4 / (np.sqrt(np.pi) * LEN**3 * TAU * C))
           + TAU * C / small)
# the law omits finite parts of V_L, which shift the logarithm slightly
assert abs(np.log(frozen_mean(small, -1)) - log_law) < 0.15
assert abs(frozen_mean(small, 1) - repulsive[1]) < 1e-6
assert attractive[3] > 1000 * attractive[1]

# --- T-move split on the attractive side
D_HOP = 0.001
p = node - D_HOP * normal
n_u = 20000
fine = make_directions(-1 + (2 * np.arange(n_u) + 1) / n_u, [0.4])
plus = hop = 0.0
for e in (0, 1):
    strength = v_channel(np.sum(p[3 * e:3 * e + 3]**2))
    ratio = on_sphere(p, gauss, e, fine) / psi(p, gauss)
    plus += strength * np.mean(np.maximum(ratio, 0))
    hop -= strength * np.mean(np.minimum(ratio, 0))
ra, rb = np.linalg.norm(p[:3]), np.linalg.norm(p[3:])
hop_formula = (v_channel(ra**2) * (ra + p[5])**2 / (4 * ra)
               + v_channel(rb**2) * (rb - p[2])**2 / (4 * rb)) / (p[2]-p[5])
assert abs(hop / hop_formula - 1) < 1e-5
v_hop = localized(p, gauss)
assert abs(plus - hop - v_hop) < 1e-4 * abs(v_hop)
tmove = np.exp(-plus*TAU) + hop * (1 - np.exp(-plus*TAU)) / plus
waiting = quad(lambda t: hop * np.exp(-(hop + v_hop) * t), 0, TAU,
               epsabs=1e-11, limit=300)[0] + np.exp(-(hop + v_hop) * TAU)
assert abs(tmove / waiting - 1) < 1e-3
frozen_hop = np.exp(-TAU * v_hop)
assert frozen_hop > 1000 * tmove

print(f"hbar^2/m_e = {KIN:.4f} eV A^2")
print(f"trap quantum = {QUANTUM:.1f} eV; length = {LEN:.4f} A")
print(f"pseudopotential: V0 = {V0:.1f} eV, width = {WIDTH:.1f} A")
print(f"time step = {TAU:.4f} 1/eV = {TAU*HARTREE:.4f} 1/hartree")
print("node point, electron 1 (A):", node[:3])
print("node point, electron 2 (A):", node[3:])
print(f"v(r1) = {v1_node:.3f} eV; v(r2) = {v2_node:.3f} eV")
print(f"C = {C:.4f} eV A = {C/HARTREE/BOHR:.4f} hartree bohr")
print(f"V_L at s = +0.01 A: {sides[1]:.2f} eV")
print(f"V_L at s = -0.01 A: {sides[-1]:.2f} eV")
print(f"kinetic+trap part, unrelaxed: {4*QUANTUM:.2f} eV")
print(f"exact s level = {levels[0]:.4f} eV")
print(f"exact total energy = {exact_energy:.4f} eV")
print(f"exact function: node at z1 = {root:.5f} A, z2 = 0.3 A")
for side in (1, -1):
    a, b = exact_parts[side]
    print(f"exact function, s = {side*D_EX:+.3f} A:")
    print(f"  V_L = {a:.2f} eV; kinetic+trap = {b:.2f} eV")
    print(f"  sum = {a+b:.4f} eV")
print(f"mean V_L = {mean_v:.3f} eV; std. dev. = {spread:.3f} eV")
print(f"tail constant B = {B:.3f} eV^3")
print(f"sampled tail / B law at -{E_TAIL:.0f} eV = {tail_ratio:.3f}")
print(f"wall ground state: grid {wall_level[0]:.4f} eV")
print(f"wall ground state: formula {wall_formula:.4f} eV")
print(f"true growth from s = {launch:.4f} A: {growth:.4f}")
print(f"frozen C/s weight there: {np.exp(TAU*C/launch):.3e}")
print(f"diffusion length in one step = {np.sqrt(KIN*TAU):.4f} A")
print("mean frozen weight on each side, by cutoff:")
for c, a, b in zip(cuts, attractive, repulsive):
    print(f"  {c:.4f} A: attractive {a:.5g}, repulsive {b:.5f}")
print("tenfold growth events per 1e8 walker-steps (B law):")
for step in (TAU / 2, TAU, 2 * TAU):
    print(f"  step {step:.4f} 1/eV: {1e8*B*(step/np.log(10))**3:.4f}")
print(f"T-move point: {D_HOP:.3f} A on the attractive side")
print(f"V_L = {v_hop:.1f} eV; V_plus = {plus:.1f} eV")
print(f"hop rate = {hop:.1f} eV")
print(f"frozen weight = {frozen_hop:.4e}")
print(f"weight with competing hops = {tmove:.4f}")
print("verified")
```

Running it gives:

```
hbar^2/m_e = 7.6200 eV A^2
trap quantum = 10.0 eV; length = 0.8729 A
pseudopotential: V0 = 100.0 eV, width = 0.6 A
time step = 0.0010 1/eV = 0.0272 1/hartree
node point, electron 1 (A): [0.2 0.  0.3]
node point, electron 2 (A): [0.8 0.  0.3]
v(r1) = 69.690 eV; v(r2) = 13.163 eV
C = 11.9913 eV A = 0.8327 hartree bohr
V_L at s = +0.01 A: 1261.51 eV
V_L at s = -0.01 A: -1137.24 eV
kinetic+trap part, unrelaxed: 40.00 eV
exact s level = 23.7388 eV
exact total energy = 48.7388 eV
exact function: node at z1 = 0.08336 A, z2 = 0.3 A
exact function, s = +0.002 A:
  V_L = 3144.46 eV; kinetic+trap = -3095.70 eV
  sum = 48.7577 eV
exact function, s = -0.002 A:
  V_L = -3111.50 eV; kinetic+trap = 3160.22 eV
  sum = 48.7197 eV
mean V_L = 18.175 eV; std. dev. = 22.471 eV
tail constant B = 172.669 eV^3
sampled tail / B law at -50000 eV = 0.995
wall ground state: grid -9.4350 eV
wall ground state: formula -9.4351 eV
true growth from s = 0.0006 A: 1.2466
frozen C/s weight there: 4.782e+08
diffusion length in one step = 0.0873 A
mean frozen weight on each side, by cutoff:
  0.0100 A: attractive 1.009, repulsive 0.97215
  0.0010 A: attractive 1.0091, repulsive 0.97215
  0.0005 A: attractive 1.5439, repulsive 0.97215
  0.0003 A: attractive 5.5906e+05, repulsive 0.97215
tenfold growth events per 1e8 walker-steps (B law):
  step 0.0005 1/eV: 0.1768
  step 0.0010 1/eV: 1.4144
  step 0.0020 1/eV: 11.3151
T-move point: 0.001 A on the attractive side
V_L = -11929.2 eV; V_plus = 3767.9 eV
hop rate = 15697.0 eV
frozen weight = 1.5162e+05
weight with competing hops = 4.0929
verified
```
